# Effective tunnelling thickness of a barrier with Gaussian roughness

## Problem

Electrons in a silicon channel leak to the gate through an oxide whose two faces are rough. The local oxide thickness $t$ varies over the gate area with a Gaussian distribution of mean $t_0$ and standard deviation $s$,

$$p(t)=\frac{1}{\sqrt{2\pi}\,s}\,\exp\!\left[-\frac{(t-t_0)^2}{2s^2}\right].$$

Each spot is assumed to tunnel independently of its neighbours, with the factor

$$e^{-2\kappa t},\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar},$$

where $\phi$ is the barrier height above the electron energy and $m$ the mass in the barrier. Both are uniform. The factor 2 appears because the current follows the squared wave function. The effective thickness $t_{\rm eff}$ is that of a flat barrier with the same average factor:

$$e^{-2\kappa t_{\rm eff}}=\left\langle e^{-2\kappa t}\right\rangle .$$

(a) Find $t_{\rm eff}$. (b) Find the thickness at which the current actually flows. (c) Evaluate both for $\phi=3.1$ eV, $m=0.40\,m_0$, $t_0=1.5$ nm and uncorrelated faces of rms roughness 0.16 nm and 0.12 nm. (d) Determine when the result fails.

## First estimate by scaling

A spot thinner than the mean by $d$ gains a factor $e^{2\kappa d}$ in current, but its probability density is lower by $e^{-d^2/(2s^2)}$. Gain and cost are comparable when

$$2\kappa d\sim\frac{d^2}{2s^2}\quad\Longrightarrow\quad d\sim\kappa s^2 .$$

The thickness reduction should therefore be $C\kappa s^2$, with a number $C$ of order one that this argument does not supply.

For the example, $\kappa=5.70\ \mathrm{nm^{-1}}$. The thickness is the difference of the two face positions, so for uncorrelated faces the variances add:

$$s^2=(0.16^2+0.12^2)\ \mathrm{nm^2}=0.040\ \mathrm{nm^2},\qquad s=0.20\ \mathrm{nm}.$$

The estimated reduction is about $5.70\times0.040=0.23$ nm. The current is far less certain, because $C$ enters an exponent: the enhancement over a flat barrier is $e^{2C\kappa^2s^2}=e^{2.60\,C}$. This is about 4 for $C=1/2$ and about 180 for $C=2$. The coefficient has to be calculated.

## Exact solution

**The average.** Put $t=t_0+u$. The constant part of the exponential comes out of the integral:

$$\left\langle e^{-2\kappa t}\right\rangle=\frac{e^{-2\kappa t_0}}{\sqrt{2\pi}\,s}\int_{-\infty}^{\infty}\exp\!\left[-\frac{u^2}{2s^2}-2\kappa u\right]du .$$

To complete the square, expand

$$\frac{(u+2\kappa s^2)^2}{2s^2}=\frac{u^2}{2s^2}+2\kappa u+2\kappa^2s^2 ,$$

so that

$$-\frac{u^2}{2s^2}-2\kappa u=-\frac{(u+2\kappa s^2)^2}{2s^2}+2\kappa^2s^2 .$$

The first term on the right is a Gaussian with a shifted centre and unchanged width. Its integral is $\sqrt{2\pi}\,s$, which cancels the normalization. Hence

$$\left\langle e^{-2\kappa t}\right\rangle=e^{-2\kappa t_0+2\kappa^2s^2}.$$

Equating the exponent to $-2\kappa t_{\rm eff}$ and dividing by $-2\kappa$ gives

$$\boxed{\,t_{\rm eff}=t_0-\kappa s^2\,}$$

No expansion in $\kappa s$ was made.

**Where the current flows.** The fraction of current carried by thicknesses near $t$ is proportional to $p(t)e^{-2\kappa t}$. By the same square, this is a Gaussian of standard deviation $s$ centred at

$$t^*=t_0-2\kappa s^2 .$$

Half of the current passes through places thinner than $t^*$, which lies below $t_{\rm eff}$ by a further $\kappa s^2$.

**Numbers.**

$$t_{\rm eff}=1.500-0.228=1.272\ \mathrm{nm},\qquad t^*=1.500-0.456=1.044\ \mathrm{nm}.$$

The flat factor is $e^{-2\kappa t_0}=3.69\times10^{-8}$. Direct quadrature of the average gives $4.99\times10^{-7}$, larger by a factor of 13.5, in agreement with $e^{2\kappa^2s^2}=e^{2.60}$.

## Comparison of the two

The scaling estimate has the right form, and the exact coefficient is $C=1$. The balance of gain and cost shows why. At the dominant displacement $d=2\kappa s^2$ the gain exponent is $2\kappa d=4\kappa^2s^2$ and the cost exponent is $d^2/(2s^2)=2\kappa^2s^2$. The net exponent $2\kappa^2s^2$ corresponds to a reduction $\kappa s^2$, half the displacement itself.

A second distribution shows how much rests on the Gaussian tail. Let half the area have thickness $t_0-s$ and half $t_0+s$, with the same mean and variance as before. Then

$$\left\langle e^{-2\kappa t}\right\rangle=e^{-2\kappa t_0}\,\frac{e^{2\kappa s}+e^{-2\kappa s}}{2}=e^{-2\kappa t_0}\cosh(2\kappa s),$$

$$t_{\rm eff}=t_0-\frac{\ln\cosh(2\kappa s)}{2\kappa}.$$

For $2\kappa s\ll1$, $\ln\cosh x\approx x^2/2$ returns $t_0-\kappa s^2$: weak roughness acts through its variance in both cases. For $2\kappa s\gg1$, $\cosh x\approx e^x/2$ gives $t_{\rm eff}\approx t_0-s+\ln2/(2\kappa)$, since no spot is thinner than $t_0-s$. The example has $2\kappa s=2.28$. The two-level oxide then has $t_{\rm eff}=1.360$ nm and an enhancement of 4.9, against 13.5 for the Gaussian.

## When the result fails

**Negative thickness.** The Gaussian extends to $t<0$. If only $t>0$ is kept, the shifted Gaussian contributes the area $\Phi(t^*/s)$, where $\Phi$ is the normal distribution function, and the distribution must be renormalized by $\Phi(t_0/s)$. The average is therefore multiplied by

$$\frac{\Phi(t^*/s)}{\Phi(t_0/s)} .$$

The condition is that $t^*$, and not merely $t_0$, exceeds zero by several $s$. Here $t^*/s=5.2$ and the correction is about $10^{-7}$. For $s=0.35$ nm, with $\kappa$ and $t_0$ unchanged, the factor is 0.61 and the simple law is no longer reliable.

**Prefactor.** For a rectangular barrier with the same mass everywhere and outer wave number $k$,

$$T=\left[1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa t\right]^{-1}.$$

When $\kappa t\gg1$, $\sinh^2\kappa t\approx e^{2\kappa t}/4$, so $T$ is $e^{-2\kappa t}$ times a constant that cancels from the enhancement. With 0.2 eV kinetic energy outside, averaging the full expression over $t>0$ again gives 13.5.

**Voltage.** Let a fixed voltage $V$ drop across the oxide, with $eV<\phi$, so that the barrier at depth $z$ is $\phi-eVz/t$. In the WKB approximation, substituting $y=\phi-eVz/t$, for which $dz=-t\,dy/(eV)$, gives

$$\int_0^t\frac{\sqrt{2m(\phi-eVz/t)}}{\hbar}\,dz=\frac{t\sqrt{2m}}{\hbar eV}\int_{\phi-eV}^{\phi}\sqrt y\,dy=\kappa_Vt,$$

$$\kappa_V=\frac{2\sqrt{2m}}{3\hbar eV}\left[\phi^{3/2}-(\phi-eV)^{3/2}\right].$$

The exponent is still linear in $t$, so the result holds with $\kappa$ replaced by $\kappa_V$. At 1 V, $\kappa_V=5.22\ \mathrm{nm^{-1}}$, $t_{\rm eff}=1.291$ nm and the enhancement is 8.8. This assumes that the supply of electrons to the barrier does not depend on the local thickness. A supply proportional to the field $V/t$ would raise the enhancement to about 13, and one proportional to $(V/t)^2$ to about 19.

**Finite area.** A small gate may not contain enough thin spots to reach the average. Let the thickness correlation at lateral distance $r$ be $\rho(r)=e^{-r^2/L^2}$. For two points, $t_1+t_2$ is Gaussian with mean $2t_0$ and variance $2s^2(1+\rho)$, so the averaging formula gives

$$\left\langle e^{-2\kappa(t_1+t_2)}\right\rangle=e^{-4\kappa t_0+4\kappa^2s^2(1+\rho)}=\left\langle e^{-2\kappa t}\right\rangle^2e^{g\rho},\qquad g=4\kappa^2s^2 .$$

The relative variance of the average over an area $A\gg L^2$, neglecting edges, is the integral of $e^{g\rho}-1$ divided by $A$. With $y=ge^{-r^2/L^2}$, $r\,dr=-L^2dy/(2y)$ and

$$\frac1A\int_0^\infty\left(e^{g\rho}-1\right)2\pi r\,dr=\frac{\pi L^2}{A}\int_0^g\frac{e^y-1}{y}\,dy=\frac{\pi L^2}{A}\left[\mathrm{Ei}(g)-\gamma-\ln g\right],$$

where Ei is the exponential integral and $\gamma$ is Euler's constant. For $L=1.5$ nm and a gate of 30 nm by 100 nm, the square root is 0.32: in this local model the currents of nominally identical gates would scatter about their mean with a relative standard deviation of about 32%. This figure rests on rare gates containing spots as thin as $t_0-4\kappa s^2=0.59$ nm, $4.6s$ below the mean. The central 68% of gates spread by about $\pm23\%$, and if no spot is thinner than $t_0-3s$ the relative standard deviation is about 16%.

**Lateral spreading.** Under the barrier, a wave component with lateral wave number $q\ll\kappa$ decays at the rate $\sqrt{\kappa^2+q^2}\approx\kappa+q^2/(2\kappa)$. The extra amplitude factor $e^{-q^2t/(2\kappa)}$ is the Fourier transform of a lateral Gaussian of standard deviation $\sqrt{t/\kappa}$, here $\sqrt{1.5/5.70}=0.51$ nm. Independent spots require $L$ to be much larger than this. The condition is necessary but not sufficient: the incoming wave must also follow the shape of the faces, and at 0.2 eV its wavelength is about 4 nm.

The total error of the local model, from both causes, was found by solving the two-dimensional Schrödinger equation for random ridged barriers at normal incidence, with one mass everywhere, no field and 0.2 eV kinetic energy on both sides. Each $L$ used 48 samples, drawn from the current-weighted distribution and reweighted. The ratio of the wave result to the local average, both relative to a flat barrier, was:

| $L$ (nm) | wave/local |
|---|---|
| 1.5 | $0.71\pm0.02$ |
| 4 | $0.964\pm0.004$ |
| 12 | $1.007\pm0.001$ |

The errors are statistical. The grid raises the ratios by about 0.01: for sharp faces the values at 4 and 12 nm are about 0.95 and 0.99, so the excess at 12 nm is an artefact. Halving the grid spacings changed the ratio by 1% for eight samples at $L=1.5$ nm. There the enhancement falls from 13.5 to about 9.6, with a statistical error of 0.3, and $t_{\rm eff}$ rises from 1.27 to 1.30 nm. These values belong to the chosen outer energy and mass. At $L=1.5$ nm the ratio is about 0.44 for 0.05 eV and 0.90 for 1 eV outside at the same $\kappa$, whereas changing $t_0$ from 1.2 to 2.5 nm lowers it by only about 0.03. The deficit is thus set mainly by the incoming wave rather than by spreading under the barrier. With silicon-like outer masses ($0.92\,m_0$ normal, $0.19\,m_0$ lateral) at 0.2 eV the ratio is about 0.48 and the enhancement about 6.5. Roughness varying in both lateral directions was not computed.

## The real oxide

The parameters are rough typical values for a thin SiO$_2$ gate oxide on silicon. The effective thickness is fairly robust, but the current is not. With the other inputs of the field-free local model held fixed:

- A barrier mass of $0.50\,m_0$ raises the enhancement over a flat barrier to 26. The average factor itself falls about fourfold, to $1.27\times10^{-7}$, because the flat barrier becomes much less transparent.
- If the faces follow each other with correlation coefficient 0.5, the variance is $s_1^2+s_2^2-2(0.5)s_1s_2=0.0208\ \mathrm{nm^2}$, where $s_1$ and $s_2$ are the two face roughnesses. Then $t_{\rm eff}=1.381$ nm and the enhancement drops to about 3.9.
- Raising the electron energy by $kT$ at 300 K shifts $t_{\rm eff}$ by 0.001 nm.

The Gaussian tail is an assumption, since the heights of a real interface have a limited range. For the same $s$, the two-level case gives the smallest enhancement of any symmetric distribution, 4.9. A uniform distribution gives $\sinh(x)/x=6.6$ with $x=2\sqrt3\,\kappa s$, and the full Gaussian 13.5. At 1 V the field is 6.7 MV/cm at the mean thickness. The current-weighted thickness at this voltage is $t_0-2\kappa_Vs^2=1.083$ nm, where the field averaged across the oxide is 9.2 MV/cm (the 9.6 MV/cm in the output refers to the field-free $t^*$). This is close to the rough 10 MV/cm breakdown field of thicker SiO$_2$ films. Because the current-weighted thickness has a spread $s$, about a third of the current passes where $V/t$ exceeds 10 MV/cm. The model contains no oxide degradation. The numerical output below lists most of the values used.

## Table of computed values

```
barrier height                         3.10 eV
barrier mass                           0.40 m0
mean thickness t0                      1.500 nm
rms roughness, two faces               0.16, 0.12 nm
rms thickness fluctuation s            0.200 nm
decay constant kappa                   5.7049 1/nm
kappa s                                1.1410
thickness reduction kappa s^2          0.2282 nm
effective thickness t_eff              1.2718 nm
current-weighted thickness t*          1.0436 nm
t*/s                                   5.218
flat factor exp(-2 kappa t0)           3.6911e-08
averaged factor (quadrature)           4.9880e-07
enhancement over flat barrier          13.513
1 - factor from cut t>0, s=0.20 nm     9.04e-08
factor from cut t>0, s=0.35 nm         0.6150
enhancement, rectangular barrier       13.515
outer kinetic energy                   0.20 eV
voltage drop                           1.00 V
kappa_V at this drop                   5.2165 1/nm
t_eff at this drop                     1.2913 nm
enhancement at this drop               8.820
field at t0                            6.67 MV/cm
field at t*                            9.58 MV/cm
temperature                            300 K
kT                                     0.02585 eV
t_eff shift for energy raised by kT    0.00095 nm
enhancement with mass 0.50 m0          25.909
t_eff, face correlation 0.5            1.3813 nm
t_eff, two-level thickness, same s     1.3598 nm
enhancement, two-level thickness       4.949
area variance test: sampled, formula   0.01509, 0.01617
gate length, width                     30, 100 nm
relative rms spread between gates      0.324
flat T: wave grid, analytic            3.2782e-08, 3.3623e-08
wave/local, correlation  1.5 nm        0.708 +- 0.021
wave/local, correlation  4.0 nm        0.964 +- 0.004
wave/local, correlation 12.0 nm        1.007 +- 0.001
relative shift on halving the grid     -0.0096
enhancement with waves, 1.5 nm         9.572
t_eff with waves, 1.5 nm               1.3020 nm
```
